# Crank-Nicolson in post-exposure bake: stable at any step, not always positive

An electron beam writes a narrow line in a chemically amplified resist. The exposed strip holds photoacid and the resist beside it holds none. During the post-exposure bake the acid diffuses and catalyses the reaction that makes the resist soluble. One part of predicting the printed width is to solve a diffusion equation for the acid, from a starting profile with two steep edges.

Crank-Nicolson is an attractive method for this: it is second-order accurate in time and stable for every time step. It is tempting to conclude that the step may be chosen for convenience, say ten seconds in a one-minute bake. The following case shows what that conclusion overlooks.

## A bake that produces negative acid

Let $h(x,t)$ be the acid concentration divided by its initial value $h_0$ in the line. With constant diffusivity $D$ and no reaction,

$$\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2}.$$

Take $D=2\ \mathrm{nm^2/s}$, a bake of 60 s, and an isolated line 10 nm wide with $h=1$ inside and $h=0$ outside. The mesh spacing is $\Delta x=0.25$ nm, so the line fills $m=40$ cells. The time step is $\Delta t=10$ s. The walls are so distant that, over the 60 s bake, the mesh may be treated as unbounded.

Crank-Nicolson averages the second difference over the old and new times. With $h_j$ the old value in cell $j$ and $h'_j$ the new one,

$$h'_j-h_j=\frac r2\left[(h'_{j+1}-2h'_j+h'_{j-1})+(h_{j+1}-2h_j+h_{j-1})\right],\qquad r=\frac{D\Delta t}{\Delta x^2}.$$

Here $r=2\times10/0.25^2=320$. The two cells that meet at the right-hand edge of the line, one just inside and one just outside, take these values:

| Time (s) | Inner cell | Outer cell |
|---:|---:|---:|
| 10 | −0.0045 | 0.9198 |
| 20 | 0.8231 | −0.0908 |
| 30 | −0.1308 | 0.7568 |
| 40 | 0.7259 | −0.1504 |
| 50 | −0.1723 | 0.6860 |
| 60 | 0.6653 | −0.1825 |

The diffusion equation itself, solved with error functions, gives 0.2413 and 0.2401 at 60 s. The computed values are therefore wrong by about 0.42 of $h_0$. The negative value would make a deprotection rate proportional to $h$ run backwards.

Nothing has become unstable. The total acid is conserved to rounding error, and the sum of the squares of the cell values falls at each step. Neither check reveals the fault.

## What stability guarantees

Define $A$ by $(Ah)_j=2h_j-h_{j+1}-h_{j-1}$, and let $M=I+\tfrac r2A$. Moving the new values to the left gives

$$Mh'=\left(I-\tfrac r2A\right)h=(2I-M)h,$$

and hence

$$h'=Gh,\qquad G=2M^{-1}-I. \tag{1}$$

For a wave $h_j=e^{ij\theta}$, $A$ multiplies by $2-2\cos\theta=4\sin^2(\theta/2)$. One step therefore multiplies the wave by

$$g(\theta)=\frac{1-X}{1+X},\qquad X=2r\sin^2\frac\theta2. \tag{2}$$

Since $X\ge0$, we have $|g|\le1$ for every $r$. This is unconditional stability: no wave grows, so the sum of squares cannot grow. It says nothing about the sign of $h$ in a given cell.

Exact evolution in time on the same mesh would multiply the wave by $e^{-2X}$, which is positive and tiny for large $X$. Crank-Nicolson instead gives $g\to-1$. The shortest wave, $\theta=\pi$, has $X=2r=640$ and $g=-639/641=-0.9969$. It should vanish within one step, but it is kept almost whole and reversed.

A wave changes sign when $X>1$. For wavelengths much longer than the mesh spacing, put $\theta=k\Delta x$ and $\sin(\theta/2)\approx k\Delta x/2$. Then $X\approx Dk^2\Delta t/2$, and the condition becomes $k>1/\ell$ with

$$\ell=\sqrt{D\Delta t/2}.$$

Here $\ell=3.16$ nm, so waves shorter than $2\pi\ell=19.9$ nm are reversed. A sharp edge contains many such waves.

## The correct statement and its proof

**On an unbounded one-dimensional mesh, Crank-Nicolson keeps every bounded non-negative profile non-negative if and only if $r\le3/2$.**

The proof needs $M^{-1}$. Its column for a unit source in cell 0 is the bounded solution of

$$(1+r)k_j-\frac r2(k_{j+1}+k_{j-1})=\delta_{j0}.$$

Try $k_j=Kq^{|j|}$ with $0<q<1$. Away from the source,

$$(1+r)q=\frac r2(1+q^2),$$

whose root below one is

$$q=\frac{1+r-\sqrt{(1+r)^2-r^2}}r=\frac{1+r-s}{r},\qquad s=\sqrt{1+2r}.$$

Substituting $r=(s^2-1)/2$ turns the numerator into $(s-1)^2/2$, so that

$$q=\frac{s-1}{s+1}.$$

At the source, $K(1+r-rq)=1$. Since $rq=1+r-s$, the bracket equals $s$, and $K=1/s$. Therefore

$$(M^{-1})_{jk}=\frac{q^{|j-k|}}s. \tag{3}$$

By (1), the off-diagonal elements of $G$ are $2q^{|j-k|}/s>0$. Its diagonal elements are

$$G_{jj}=\frac2s-1.$$

These are non-negative when $s\le2$, which means $1+2r\le4$, or $r\le3/2$. All elements of $G$ are then non-negative, so each step maps non-negative profiles to non-negative profiles. Conversely, if $r>3/2$, start with acid in a single cell. After one step that cell contains $2/s-1<0$. This proves both directions. $\square$

The rows of $G$ sum to one, because a uniform profile is unchanged. For $r\le3/2$ each new value is thus a weighted average of old values, and none can lie outside their range. A new local dip is still possible: at $r=3/2$, unit acid in a single cell leaves 0 there and 1/3 in each neighbour.

A more restrictive condition, $r\le1$, follows from asking that the right-hand matrix $I-\frac r2A$ have a non-negative diagonal, $1-r$. That is sufficient, since $M^{-1}$ is positive, but not necessary. A numerical inversion of a 101-cell matrix, with its central diagonal element followed to zero, gave the limit $r=1.500000$.

The value $3/2$ belongs to one dimension. On square and cubic meshes the off-diagonal elements of $G$ are again positive, and its diagonal element, the average of the amplification factor over all waves, vanishes at $r\approx0.59$ and $r\approx0.37$ with the same definition of $r$. In one dimension, a boundary node held at zero lowers the limit to about 1.17.

In the example, $r=3/2$ means $\Delta t=1.5\times0.25^2/2=0.047$ s. The chosen step is more than two hundred times longer.

## Which profiles actually go negative

Exceeding $3/2$ permits negative values for some profile, not for every profile. A single wide edge shows the difference. Let $h=1$ in all cells up to the edge and zero beyond. From (3), the first outer cell becomes

$$\frac2s\sum_{d=1}^{\infty}q^d=\frac2s\,\frac q{1-q}=\frac{s-1}s=1-\frac1s,$$

where $1-q=2/(s+1)$ was used. By symmetry about the edge, the inner cell becomes $1/s$. With $s=25.32$ these are 0.9605 and 0.0395. The edge has been turned inside out, yet both values are acceptable concentrations.

The other cells also stay between 0 and 1 in this first step: farther out the sum is smaller but positive, and the inner side mirrors it. In a run of 320 steps at $r=320$, the isolated edge still showed no value outside this range. That is an observation for this $r$, not a proof for all steps.

A line has two edges. Its end cell receives contributions from $m$ cells, so after one step

$$h'_{\rm end}=\frac2s\sum_{d=0}^{m-1}q^d-1
=\left(1+\frac1s\right)(1-q^m)-1. \tag{4}$$

For the example $q^{40}=0.04236$, and (4) gives $1.03950\times0.95764-1\approx-0.0045$, the first entry of the table.

If any cell goes negative in this step, the end cells do. Cells outside the line receive only positive contributions. Inside, a cell with $a$ line cells on one side and $b$ on the other has

$$\sum_k(M^{-1})_{jk}=\frac{1+q-q^{a+1}-q^{b+1}}{s(1-q)},\qquad a+b=m-1.$$

At fixed $a+b$, the convex function $q^{a+1}+q^{b+1}$ is largest when $a$ or $b$ is zero, and there the sum is smallest. Setting (4) below zero gives the first-step criterion

$$q^m>\frac1{s+1}. \tag{5}$$

It was tested against direct solution for every line from 1 to 80 cells at $r=320$. For large $s$, $-\ln q\approx2/s$ and $s\Delta x/2\approx\ell$, so (5) says that the width must be below about $\ell\ln(s+1)$. Here the limit is 10.34 nm, and the 10 nm line lies just inside it. The criterion concerns the first step only: at this $r$, lines up to about 22 nm wide go negative at some later step of the six.

The later negative values are larger, for a reason that superposition makes clear. Let $J_n$ be the inner value minus the outer value at an isolated edge after $n$ steps. The two values sum to one, so the lower is $(1-|J_n|)/2$. The presence of the line's other edge subtracts a further amount $T_n$:

$$h_{\rm low}=\frac{1-|J_n|}2-T_n.$$

After one step $|J_1|=0.9210$, so the first term is 0.0395 and $T_1=0.0440$. After six steps $|J_6|=0.8527$, the first term is 0.0737, and $T_6=0.2562$. The loss through the far edge has grown, as diffusion requires, while the false alternation at the near edge has hardly decayed.

## How long the oscillation lasts

The elements of $G^n$ depend only on the distance between cells. Summing them over the filled side gives all distances $d\ge0$ for the inner cell and all $d\ge1$ for the outer one. Their difference is the $d=0$ element:

$$J_n=(G^n)_{00}=\frac1{2\pi}\int_{-\pi}^{\pi}g(\theta)^n\,d\theta. \tag{6}$$

For large $r$, most of the interval has $X\gg1$. There

$$\ln(-g)=\ln\frac{1-1/X}{1+1/X}\approx-\frac2X,$$

and therefore

$$g^n\approx(-1)^n\exp\left[-\frac{a}{\sin^2(\theta/2)}\right],\qquad a=\frac nr.$$

With $\varphi=\theta/2$, the short waves contribute $(-1)^nF(a)$, where

$$F(a)=\frac2\pi\int_0^{\pi/2}e^{-a/\sin^2\varphi}\,d\varphi.$$

To evaluate $F$, differentiate with respect to $a$ and put $u=\cot\varphi$. Then $1/\sin^2\varphi=1+u^2$ and $du=-d\varphi/\sin^2\varphi$, so

$$F'(a)=-\frac2\pi e^{-a}\int_0^\infty e^{-au^2}du=-\frac{e^{-a}}{\sqrt{\pi a}}.$$

This is the derivative of $\operatorname{erfc}\sqrt a$, and both functions equal one at $a=0$. Hence $F(a)=\operatorname{erfc}\sqrt a$.

Near $\theta=0$, where $X\approx r\theta^2/2$ is small, $g^n\approx e^{-2nX}=e^{-nr\theta^2}$. The Gaussian integral over these long waves gives $1/\sqrt{4\pi nr}$. Together,

$$J_n\approx(-1)^n\operatorname{erfc}\sqrt{\frac nr}+\frac1{\sqrt{4\pi nr}}. \tag{7}$$

The second term is the jump that true diffusion leaves between neighbouring cells; the first is the artefact. The separation requires large $r$, and is best justified for large $n$, when waves with $X\approx1$ have died out. At $r=320$ it already works for small $n$: for $n=1,2,6,73$ and 320, equation (7) and direct stepping differ by at most about 0.001.

The artefact has halved when $\operatorname{erfc}\sqrt{n/r}=1/2$, which gives

$$n_{1/2}=0.2275\,r,\qquad t_{1/2}=0.2275\,\frac{D\Delta t^2}{\Delta x^2}.$$

For the example this is 73 steps, or 728 s, about twelve times the bake. The oscillation does decay, but the bake ends long before that helps.

The formula also shows that, for a perfectly sharp edge and a step already at large $r$, refining the mesh alone is harmful. At fixed $\Delta t$, halving $\Delta x$ makes the oscillation last four times as long. With $\Delta t=10$ s held fixed, the final minimum of the line is −0.109, −0.183 and −0.220 for $\Delta x=0.5$, 0.25 and 0.125 nm.

## Choosing a remedy

With $\Delta x=0.25$ nm, a run at $r=3/2$ takes 1280 steps. Its largest error at 60 s, relative to $h_0$, is $1.0\times10^{-5}$. The price is a time step that must shrink as $\Delta x^2$.

A positive final profile is not by itself evidence of accuracy. With $\Delta t=2$ s, or $r=64$, the final profile has no visible negative value, but its largest error is still 0.17 of $h_0$. Setting negative values to zero is no cure either. Applied to the final profile of the 10 s run, it would add 1.2% to the total acid and leave the false inner value of 0.6653 untouched.

Backward Euler uses $(I+rA)^{-1}$. This is $M^{-1}$ with $r$ replaced by $2r$, so by (3) all its elements are positive for any step. To compare accuracy, let $z=2X$, so that the exact factor is $e^{-z}$. For small $z$,

$$\ln\frac1{1+z}=-z+\frac{z^2}2-\dots,\qquad
\ln\frac{1-z/2}{1+z/2}=-z-\frac{z^3}{12}-\dots$$

Over a fixed bake the number of steps grows as $1/\Delta t$, so backward Euler is first order and Crank-Nicolson second order for these smooth waves. With 10 s steps, backward Euler has a largest error of 0.016 of $h_0$, about 6% of the true peak of 0.253.

The two methods can be combined. Replace the first two Crank-Nicolson steps by four backward Euler steps of $\Delta t/2$. Each applies $M^{-1}$, which multiplies the shortest wave by $1/(1+2r)=1/641$. The remaining four Crank-Nicolson steps then have almost no short waves to reverse. The largest error falls to 0.0015 of $h_0$, and the final profile has no negative value. This is a result for the present line; strong damping is not a proof of positivity for all data.

## The model beside a real resist

The parameters are rough round values for an electron-beam resist, with $h_0=0.1\ \mathrm{nm^{-3}}$. The diffusion length $\sqrt{2Dt}=15.5$ nm exceeds the line width, so this is more diffusion than a process for 10 nm lines could afford. The artefact depends strongly on the perfectly sharp edge, which is unrealistic because scattered and secondary electrons blur a real exposure, roughly by nanometres. Starting with a Gaussian blur of standard deviation 1, 2 or 3 nm, and keeping the 10 s step, reduces the largest error to 0.056, 0.010 or 0.002 of $h_0$. None of these final profiles is visibly negative. For this line and this step, blur of this size thus removes the negative values (a blur of 0.25 nm still leaves −0.012), but not always the inaccuracy: with 1 nm of blur the error is still about 22% of the true peak. These runs do not show that a longer step would be safe.

For the acid prediction itself, the base quencher matters most among the effects sized here. If it has the same diffusivity and neutralizes acid instantly, the difference $c$ of acid and quencher obeys the same diffusion equation. A uniform quencher level of $0.2h_0$ then lowers the final peak from 0.253 to 0.053. This figure depends strongly on the equal diffusivities: with instant neutralization, an immobile quencher leaves a peak of about 0.11, and one diffusing twice as fast as the acid leaves none. A negative $c$ is legitimate, since it denotes surplus quencher; a negative acid concentration is not. Doubling $D$ would lower the quencher-free peak to 0.18, and acid loss at an assumed $10^{-3}\ \mathrm{s^{-1}}$ would remove 6% of the acid. With an assumed activation energy of 1 eV, $D$ changes by about 8% per kelvin near 383 K. Finally, a cube of side $\Delta x$ holds on average only 0.0016 acid molecules, so $h$ describes a mean over many equivalent places, not the acid in one such cube.

The numerical output below gives the remaining digits.

## Calculated quantities

```
D = 2.0 nm^2/s, bake = 60.0 s, dx = 0.25 nm, dt = 10.0 s
line width = 10.0 nm = 40 cells, h0 = 0.1 nm^-3
r = 320.0, s = 25.3180, q = 0.92401, CN steps = 6
diffusion length sqrt(2 D t) = 15.49 nm
step length sqrt(D dt/2) = 3.162 nm
modes flip below wavelength 19.87 nm
shortest-wave factor g = -0.996880
shortest-wave e-fold = 320.0 steps
positivity limit found: r = 1.500000, dt = 0.04688 s
isolated edge, step 1: inner = 0.0395, outer = 0.9605
isolated edge, 320 steps: min = 0.00e+00, max = 1.000000
edge jump n = 1: run -0.9210, asymptotic law -0.9212
edge jump n = 2: run 0.9211, asymptotic law 0.9221
edge jump n = 6: run 0.8527, asymptotic law 0.8529
edge jump n = 73: run -0.4975, asymptotic law -0.4975
edge jump n = 320: run 0.1578, asymptotic law 0.1582
half-life law = 0.2275 r = 72.8 steps = 728 s
half-life seen in run = 73 steps
first-step negatives below 10.34 nm width
t = 10 s: inner -0.0045, outer 0.9198, min -0.0045
t = 20 s: inner 0.8231, outer -0.0908, min -0.0908
t = 30 s: inner -0.1308, outer 0.7568, min -0.1308
t = 40 s: inner 0.7259, outer -0.1504, min -0.1504
t = 50 s: inner -0.1723, outer 0.6860, min -0.1723
t = 60 s: inner 0.6653, outer -0.1825, min -0.1825
exact at 60 s: peak 0.2531, inner 0.2413, outer 0.2401
final CN minimum = -0.01825 nm^-3
total acid change = 5.1e-14 (relative)
final/initial root-mean-square size = 0.4625
acid created by clipping final profile = 1.23 %
dt = 1 s (r = 32): final min 0.0000, max error 0.0264
dt = 2 s (r = 64): final min 0.0000, max error 0.1665
dt = 5 s (r = 160): final min -0.1092, max error 0.3493
dt = 20 s (r = 640): final min -0.2146, max error 0.4654
dx = 0.5 nm at dt = 10 s: final min -0.1093
dx = 0.25 nm at dt = 10 s: final min -0.1825
dx = 0.125 nm at dt = 10 s: final min -0.2204
max error, plain CN = 0.4240
CN at r = 1.5, 1280 steps: error 1.03e-05, min 8.7e-10
backward Euler, dt = 10 s: error 0.0158, min 1.4e-06
damped start + CN: error 0.0015, min 6.1e-08
initial blur 1 nm: CN error 0.0560, min 0.0000
initial blur 2 nm: CN error 0.0101, min 0.0000
initial blur 3 nm: CN error 0.0021, min 0.0000
quencher 0.2 h0: peak acid 0.2531 -> 0.0531
loss rate 0.001 1/s: acid lost 5.8 %
D doubled: exact peak 0.1805
1.0 eV barrier, 383 K: D changes 8.2 % per K
mean acids in one dx^3 cube = 0.00156
```
